# Reading etch rates from the radial depth of a crystal rod, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the etching law to the reading error

A crystal dissolves at a rate that depends on the orientation of its surface. A round rod offers a full circle of orientations at once, so a single etching run can in principle give the rate for all of them. The simplest reading measures how far the surface has receded along each radius, divides by the time, and assigns the result to the crystal direction of that radius. This problem asks how wrong that reading is.

The rod has initial radius \(R_0\), and its axis is the origin of polar coordinates \((r,\varphi)\) in the cross-section. It is long, and we look far from its ends, so every cross-section is alike and all surface normals lie in the cross-section. Let \(\theta\) be the polar angle of the normal that points out of the solid. The surface recedes along its normal at the speed \(v(\theta)>0\), which is taken to be a smooth function of \(\theta\) alone. This assumes that the surface reaction sets the rate, that temperature and solution are uniform, and that curvature has no effect of its own. A prime on \(v\) means a derivative with respect to angle in radians, and a subscript on \(r\) means a partial derivative.

After a time \(t\) the surface is \(r(\varphi,t)\). The radial depth and the apparent rate are

\[
d(\varphi,t)=R_0-r(\varphi,t),\qquad v_{\rm app}(\varphi,t)=\frac{d(\varphi,t)}{t}.
\]

The reading error is \(E=v_{\rm app}(\varphi,t)-v(\varphi)\), so a positive \(E\) means that the rate is read too high.

### (a) The equation of motion

**Find the equation that \(r(\varphi,t)\) obeys.**

**Solution.** Let \(\hat{\boldsymbol\rho}\) and \(\hat{\boldsymbol\varphi}\) be the radial and azimuthal unit vectors at angle \(\varphi\). A surface point is \(\mathbf x=r\hat{\boldsymbol\rho}\). Since \(\partial\hat{\boldsymbol\rho}/\partial\varphi=\hat{\boldsymbol\varphi}\), a tangent vector is

\[
\mathbf x_\varphi=r_\varphi\hat{\boldsymbol\rho}+r\hat{\boldsymbol\varphi}.
\]

The outward unit normal is perpendicular to it and has a positive radial part:

\[
\mathbf n=\frac{r\hat{\boldsymbol\rho}-r_\varphi\hat{\boldsymbol\varphi}}{\sqrt{r^2+r_\varphi^2}} .
\]

The ratio of its azimuthal to its radial part is \(-r_\varphi/r\). The normal is therefore turned from the radius by the angle \(-\arctan(r_\varphi/r)\), and

\[
\theta=\varphi-\arctan\frac{r_\varphi}{r}.
\]

At fixed \(\varphi\) the surface point moves with velocity \(r_t\hat{\boldsymbol\rho}\). The part of this velocity along \(\mathbf n\) must equal \(-v(\theta)\), with a minus sign because the solid recedes against its outward normal:

\[
r_t\,\hat{\boldsymbol\rho}\cdot\mathbf n=\frac{r_t}{\sqrt{1+(r_\varphi/r)^2}}=-v(\theta).
\]

Hence

\[
r_t=-v\!\left(\varphi-\arctan\frac{r_\varphi}{r}\right)\sqrt{1+\left(\frac{r_\varphi}{r}\right)^2},\qquad r(\varphi,0)=R_0 .
\]

The radial reading departs from the normal rate in two ways. The rate is taken at \(\theta\), not at \(\varphi\), and the radius crosses the receding surface at a slant.

### (b) The leading error

**Expand the motion for short times and find the first term of \(E\) that does not vanish.**

**Solution.** At \(t=0\) the surface is a circle, so \(r_\varphi=0\) and the equation of motion gives \(r_t=-v(\varphi)\). Thus

\[
r=R_0-v(\varphi)t+O(t^2),\qquad r_\varphi=-v'(\varphi)t+O(t^2).
\]

In the ratio \(r_\varphi/r\), the change of the denominator matters at second order in \(t\). To first order, then,

\[
\frac{r_\varphi}{r}=-\frac{v't}{R_0}+O(t^2),\qquad
\theta=\varphi+\frac{v't}{R_0}+O(t^2).
\]

The two minus signs have combined into a plus sign: the normal turns towards the orientations that etch faster. A Taylor expansion of the rate about \(\varphi\) gives

\[
v(\theta)=v+v'(\theta-\varphi)+O(t^2)=v+\frac{v'^2t}{R_0}+O(t^2).
\]

The square root is \(1+\tfrac12(r_\varphi/r)^2+\dots=1+O(t^2)\), so the slant does not enter at this order. The equation of motion becomes

\[
r_t=-v-\frac{v'^2t}{R_0}+O(t^2).
\]

Integration from zero to \(t\) gives a factor one half:

\[
d=vt+\frac{v'^2t^2}{2R_0}+O(t^3),\qquad
\boxed{E=\frac{v'(\varphi)^2\,t}{2R_0}+O(t^2)} .
\]

The error in the rate scales with the squared angular derivative of the rate over the initial radius, and it also grows in proportion to the etching time. The error in the depth grows as the square of the time. In units, \(v'^2t/R_0\) is a squared speed times a time over a length, which is a speed, as it must be.

If \(D=vt\) is the nominal depth at the chosen angle, the leading error relative to the true rate is

\[
\frac{E}{v}\simeq\frac12\left(\frac{v'}{v}\right)^2\frac{D}{R_0}.
\]

The etching time has dropped out in favour of the depth. For a given anisotropy, the ratio of depth to initial radius sets the relative error. The leading term vanishes for an isotropic rate, for which \(v'=0\), and for a flat surface, which is the limit \(R_0\to\infty\) at fixed \(t\).

### (c) The cause, and readings between two times

**Explain the sign of the error. Then find the error when the rate is taken from the depths at two times \(t_1<t_2\). Does it help to discard the early part of the run?**

**Solution.** Suppose that \(v\) increases with angle at \(\varphi\). The surface on the side of larger angle has then receded further. The surface at \(\varphi\) slopes down towards that side, and its outward normal leans the same way, towards the faster orientations. The radius at \(\varphi\) is no longer etched at \(v(\varphi)\) but at the rate of a faster neighbour. If \(v\) decreases with angle, the slope and the lean both reverse, and the neighbour is again a faster one. This is why \(v'\) appears squared.

The lean is \(v't/R_0\), and the rate rises by \(v'\) per radian, so the instantaneous radial speed is too high by \(v'^2t/R_0\). This excess starts at zero and grows linearly, so its average over the run is half its final value.

For two times, the depth found in (b) gives

\[
\frac{d(t_2)-d(t_1)}{t_2-t_1}
=v+\frac{v'^2}{2R_0}\,\frac{t_2^2-t_1^2}{t_2-t_1}+\dots
=v+\frac{v'^2(t_1+t_2)}{2R_0}+\dots ,
\]

because \(t_2^2-t_1^2=(t_2-t_1)(t_2+t_1)\). With \(t_2\) held fixed, a later start \(t_1\) makes this error larger. As \(t_1\) approaches \(t_2\), it becomes, to this order, twice the error of the reading from the start. Discarding the early part may remove a start-up disturbance of the chemistry, but it increases the geometrical error.

### (d) The whole profile and the time of the first edge

**Describe the surface by its tangent lines. Find the profile without expanding in time, and find how long it stays smooth.**

**Solution.** Label surface points by the direction of their normal, and write

\[
\mathbf n=(\cos\theta,\sin\theta),\qquad \boldsymbol\tau=(-\sin\theta,\cos\theta),\qquad
\mathbf n_\theta=\boldsymbol\tau,\quad \boldsymbol\tau_\theta=-\mathbf n .
\]

The tangent line with normal \(\mathbf n(\theta)\) lies at a distance \(h(\theta,t)=\mathbf x\cdot\mathbf n\) from the axis. Differentiation with respect to \(\theta\) gives

\[
h_\theta=\mathbf x_\theta\cdot\mathbf n+\mathbf x\cdot\boldsymbol\tau=\mathbf x\cdot\boldsymbol\tau ,
\]

where \(\mathbf x_\theta\cdot\mathbf n=0\) because \(\mathbf x_\theta\) is tangent to the surface. Both components of \(\mathbf x\) are now known:

\[
\mathbf x=h\,\mathbf n+h_\theta\,\boldsymbol\tau .
\]

Now differentiate \(h\) with respect to time at fixed \(\theta\). The vector \(\mathbf n\) is constant, so \(h_t=\mathbf x_t\cdot\mathbf n\). The labelled point may slide along the surface, but sliding has no normal component, and the normal speed is \(-v(\theta)\). Hence

\[
h_t=-v(\theta),\qquad h(\theta,t)=R_0-v(\theta)t .
\]

Each tangent line moves at its own constant speed. The profile follows from the components of \(\mathbf x\):

\[
r^2=h^2+h_\theta^2,\qquad \varphi=\theta+\arctan\frac{h_\theta}{h}.
\]

At a smooth maximum or minimum of \(v\) we have \(h_\theta=-v't=0\), so \(\varphi=\theta\) and \(r=h\). There the radial reading has no error at any time for which this description holds.

To see how long it holds, differentiate \(\mathbf x\) once more:

\[
\mathbf x_\theta=h_\theta\mathbf n+h\boldsymbol\tau+h_{\theta\theta}\boldsymbol\tau-h_\theta\mathbf n=(h+h_{\theta\theta})\boldsymbol\tau .
\]

The arc length per unit turn of the normal is the radius of curvature,

\[
\varrho=h+h_{\theta\theta}=R_0-(v+v'')t .
\]

The surface is smooth and convex while \(\varrho>0\) for every \(\theta\). The first zero occurs at

\[
t_{\rm e}=\frac{R_0}{\max_\theta(v+v'')} .
\]

The maximum is positive: over a full circle \(v''\) averages to zero, so \(v+v''\) has the same average as \(v\), which is positive. At \(t_{\rm e}\) an outward edge forms where \(v+v''\) is largest, and the smooth formulas end. The polar reading also needs the axis to remain inside the solid, which requires \(h>0\), or \(t<R_0/\max v\). For an isotropic rate both times equal \(R_0/v\), when the rod is gone.

### (e) The next term

**Find the next term of \(E\), and compare it with a case that can be solved in closed form.**

**Solution.** A convex solid is the region on the inner side of all its tangent lines. A point at distance \(r\) along the ray \(\varphi\) lies on the inner side of line \(\theta\) if \(r\cos(\theta-\varphi)\le h(\theta)\). The surface is where the first of these limits is reached:

\[
r(\varphi,t)=\min_\theta\frac{h(\theta,t)}{\cos(\theta-\varphi)},\qquad \cos(\theta-\varphi)>0 .
\]

The choice \(\theta=\varphi\) gives \(r\le h(\varphi)\), so \(d\ge vt\). The radial reading is thus never too low while the profile is smooth, whatever the size of the higher terms.

Put \(\delta=\theta-\varphi\), and from here on let \(h\) and its derivatives be taken at \(\varphi\). With \(1/\cos\delta=1+\delta^2/2+O(\delta^4)\),

\[
\frac{h(\varphi+\delta)}{\cos\delta}
=h+h_\theta\delta+\tfrac12(h+h_{\theta\theta})\delta^2+\left(\tfrac16h_{\theta\theta\theta}+\tfrac12h_\theta\right)\delta^3+O(\delta^4).
\]

All angular derivatives of \(h\) are of order \(t\), and so is the value of \(\delta\) at the minimum. The cubic and quartic terms are therefore of order \(t^4\). The quadratic part is least where its derivative \(h_\theta+(h+h_{\theta\theta})\delta\) vanishes:

\[
\delta=-\frac{h_\theta}{h+h_{\theta\theta}},\qquad
r=h-\frac{h_\theta^2}{2(h+h_{\theta\theta})}+O(t^4).
\]

Insert \(h=R_0-vt\), \(h_\theta^2=v'^2t^2\) and \(h+h_{\theta\theta}=R_0-(v+v'')t\), expand the last denominator, and divide the depth by \(t\):

\[
E=\frac{v'^2t}{2R_0}\left[1+\frac{(v+v'')t}{R_0}\right]+O(t^3).
\]

The leading term is a good estimate when \(|v+v''|t\ll R_0\), that is, when the local radius of curvature has changed little, provided that the rate has no sharper angular structure to enlarge the later terms.

A solvable case is \(v=c+b\cos\theta\) with \(c>|b|\). Then \(h=(R_0-ct)-bt\cos\theta\), which describes a circle of radius \(R_0-ct\) with its centre at \(x=-bt\). Its distance from the original axis is

\[
r=-bt\cos\varphi+\sqrt{(R_0-ct)^2-b^2t^2\sin^2\varphi}
\simeq R_0-vt-\frac{b^2t^2\sin^2\varphi}{2(R_0-ct)} .
\]

Here \(v'^2=b^2\sin^2\varphi\) and \(v+v''=c\), so the last term agrees with the general result.

## Second half: bores, corrections and a worked rod

The symbols and results needed from the first half are these. A rod of initial radius \(R_0\) is etched for a time \(t\) at the normal rate \(v(\theta)\), where \(\theta\) is the angle of the outward normal. At polar angle \(\varphi\) its radius is \(r\), its depth is \(d=R_0-r\), and its reading error is \(E=d/t-v(\varphi)\). The surface obeys

\[
r_t=-v(\theta)\sqrt{1+(r_\varphi/r)^2},\qquad \theta=\varphi-\arctan(r_\varphi/r).
\]

The tangent line with normal angle \(\theta\) lies at \(h=R_0-v(\theta)t\) from the axis. The radius of curvature is \(R_0-(v+v'')t\), and the profile is smooth until its first zero at \(t_{\rm e}=R_0/\max(v+v'')\). For a smooth rate,

\[
E=\frac{v'^2t}{2R_0}\left[1+\frac{(v+v'')t}{R_0}\right]+O(t^3).
\]

### (f) A bore instead of a rod

**The same crystal now has a round bore of initial radius \(R_0\), and the etchant acts on its wall. Find the leading error of the radial reading.**

**Solution.** The normal that points out of the solid now points towards the axis. Let \(w(\varphi)\) be the speed at which a wall facing the axis moves away from it in the direction \(\varphi\). In terms of the earlier rate, \(w(\varphi)=v(\varphi+\pi)\). If the crystal has inversion symmetry, the two functions are equal.

Let \(\theta\) now be the angle of the normal that points from the bore into the solid. The geometry of (a) is unchanged, but the radius grows:

\[
r_t=+w(\theta)\sqrt{1+(r_\varphi/r)^2}.
\]

For short times \(r=R_0+wt+O(t^2)\), so \(r_\varphi/r=+w't/R_0+O(t^2)\), and

\[
\theta=\varphi-\frac{w't}{R_0}+O(t^2),\qquad
w(\theta)=w-\frac{w'^2t}{R_0}+O(t^2).
\]

The wall now turns towards the slower orientations. Integration gives the depth of the wall,

\[
r-R_0=wt-\frac{w'^2t^2}{2R_0}+O(t^3),
\]

and therefore the rate error is \(-w'^2t/(2R_0)\). It has the size found for the rod and the opposite sign.

The tangent lines of the bore lie at \(h=R_0+wt\). The expansion of (e) used only the convexity of the region that contains the axis, so it applies to the bore with this \(h\):

\[
\frac{r-R_0}{t}-w=-\frac{w'^2t}{2R_0}\left[1-\frac{(w+w'')t}{R_0}\right]+O(t^3).
\]

Suppose that the crystal has inversion symmetry, and that a rod and a bore of equal initial radius are etched for equal times. The mean of their two apparent rates then has no first-order error. What remains is \(v'^2(v+v'')t^2/(2R_0^2)\), because the second-order terms have the same sign.

The radius of curvature of the bore is \(R_0+(w+w'')t\). It shrinks where \(w+w''\) is negative, whereas that of the rod shrinks where \(v+v''\) is positive. Any edges therefore form at different orientations on the two surfaces, and a bore with \(w+w''>0\) everywhere forms none.

We have found the first two terms of the radial reading error for a rod and for a bore, and the time for which the rod's profile stays smooth. It remains to correct the reading, to treat a sharp minimum of the rate, and to test the results on a worked rod and against the conditions of a real one.
